# How CC2, CIS(D∞), ADC(2) and CIS(D) excitation energies are related, part 2

We derive the strict ADC(2) matrix and relate it to CC2 and CIS(D), in Hartree atomic units. The reference $|0\rangle$ is a closed-shell Hartree–Fock determinant of real canonical spin orbitals (energies $\varepsilon_p$; $i,j,k,l,m,n$ occupied, $a,b,c,d,e,f$ virtual). $H=F+\lambda W$, $F=\sum_p\varepsilon_p\,p^\dagger p$; order means power of $\lambda$, physically 1. Operators $\tau_\nu$ create determinants $|\nu\rangle$; $\mu_n$ has rank $n$. $D_{ia}=\varepsilon_a-\varepsilon_i$ and $\Delta_{ij}^{ab}=D_{ia}+D_{jb}$ also form diagonal matrices. $G$, the double-excitation part of $W$, has amplitudes $g_{ij}^{ab}=\langle ij\|ab\rangle$.

CC2, with singles and doubles cluster operators $T_1,T_2$ and $\hat H=e^{-T_1}He^{T_1}$, has residuals and Jacobian

$$\Omega_{\mu_1}=\langle\mu_1|\hat H+[\hat H,T_2]|0\rangle,\qquad \Omega_{\mu_2}=\langle\mu_2|\hat H+[F,T_2]|0\rangle. \tag{2}$$

$$A^{\rm CC2}=\begin{pmatrix}\langle\mu_1|[\hat H+[\hat H,T_2],\tau_{\nu_1}]|0\rangle&\langle\mu_1|[\hat H,\tau_{\nu_2}]|0\rangle\\ \langle\mu_2|[\hat H,\tau_{\nu_1}]|0\rangle&\langle\mu_2|[F,\tau_{\nu_2}]|0\rangle\end{pmatrix}. \tag{3}$$

At $T_1=0$, with $\lambda$ taken out of $T_2$, this becomes $A$:

$$t_{ij}^{ab}=-\frac{\langle ij\|ab\rangle}{\Delta_{ij}^{ab}},\qquad E_{\rm MP2}=\langle0|WT_2|0\rangle=\langle0|G^\dagger T_2|0\rangle=\tfrac14\sum g_{ij}^{ab}t_{ij}^{ab}. \tag{4}$$

$$A^{\rm CIS}_{ia,jb}=D_{ia}\delta_{ij}\delta_{ab}+\lambda\langle aj\|ib\rangle. \tag{5}$$

$$A^{(2)}_{\mu\nu}=\langle\mu_1|WT_2\tau_\nu|0\rangle-\delta_{\mu\nu}E_{\rm MP2}=\langle0|G^\dagger\tau_\mu^\dagger\tau_\nu T_2|0\rangle-\delta_{\mu\nu}\langle0|G^\dagger T_2|0\rangle. \tag{6}$$

$$A^{(2)}_{ia,jb}=\sum_{kc}t_{ik}^{ac}\langle jk\|bc\rangle-\tfrac12\delta_{ij}\sum_{klc}t_{kl}^{ac}\langle kl\|bc\rangle-\tfrac12\delta_{ab}\sum_{kcd}t_{ik}^{cd}\langle jk\|cd\rangle. \tag{9}$$

$$(A_{21})_{ijab,kc}=\lambda\big[\delta_{ki}\langle ab\|cj\rangle-\delta_{kj}\langle ab\|ci\rangle+\delta_{cb}\langle ka\|ij\rangle-\delta_{ca}\langle kb\|ij\rangle\big], \tag{10}$$

$$A=\begin{pmatrix}A^{\rm CIS}+\lambda^2A^{(2)}&A_{21}^T\\A_{21}&\Delta\end{pmatrix}. \tag{11}$$

The diagonal of $A^{(2)}$ is positive. Folding doubles $R_2$ into singles $R_1$ in $AR=\omega R$ gives CIS(D$_\infty$):

$$A_{\rm eff}(\omega)R_1=\omega R_1,\qquad A_{\rm eff}(\omega)_{\mu\nu}=A^{\rm CIS}_{\mu\nu}+\lambda^2\big[\langle\mu|WT_2\tau_\nu|0\rangle-\delta_{\mu\nu}E_{\rm MP2}\big]-\lambda^2\sum_{\kappa_2}\frac{\langle\mu|W|\kappa_2\rangle\langle\kappa_2|W|\nu\rangle}{\Delta_\kappa-\omega}. \tag{12}$$

Converged $T_1=O(\lambda^2)$ changes this at third order.

For the exact ground state $\Psi_0$ (energy $E_0$), precursors $|\nu^\#\rangle=(1-|\Psi_0\rangle\langle\Psi_0|)\tau_\nu|\Psi_0\rangle$ with overlap $S$ obey

$$(H-E_0)|\nu^\#\rangle=\sum_\kappa|\kappa^\#\rangle\mathcal A_{\kappa\nu},\qquad K_{\mu\nu}\equiv\langle\mu^\#|H-E_0|\nu^\#\rangle=(S\mathcal A)_{\mu\nu}. \tag{13}$$

$\mathcal A$ is the untruncated coupled-cluster Jacobian. Block upper triangular $X$, with $X^TSX=1$ and $X_{11}=S_{11}^{-1/2}$, gives intermediate states and the symmetric matrix $M=X^TKX=X^{-1}\mathcal AX$. Strict ADC(2) keeps $M_{11},M_{21},M_{22}$ through orders 2, 1, 0. Known orders: $\mathcal A_{11}=A_{11}+O(\lambda^3)$, $\mathcal A_{21}=A_{21}+O(\lambda^2)$, $\mathcal A_{22}=\Delta+O(\lambda)$, $\mathcal A_{n1}=O(\lambda^2)$ for $n\ge3$; $S_{11},S_{22}=1+O(\lambda^2)$, $S_{13}=O(\lambda)$, $S_{12}$ and $S_{1n}$ ($n\ge4$) $=O(\lambda^2)$. The $\lambda^2$ coefficient of $S_{11}$ is

$$S^{(2)}_{ia,jb}=\sum_{kc}t_{ik}^{ac}t_{jk}^{bc}-\tfrac12\delta_{ij}\sum_{klc}t_{kl}^{ac}t_{kl}^{bc}-\tfrac12\delta_{ab}\sum_{kcd}t_{ik}^{cd}t_{jk}^{cd}. \tag{15}$$

The singles intermediate states contain only singles precursors, so $M_{11}=S_{11}^{-1/2}K_{11}S_{11}^{-1/2}$ with $K_{11}=\sum_nS_{1n}\mathcal A_{n1}$. The term $n=2$ is $O(\lambda^2)O(\lambda)$, the term $n=3$ is $O(\lambda)O(\lambda^2)$, and the higher ones are of fourth order. Through second order only $n=1$ is left, and with $S_{11}^{\pm1/2}=1\pm\tfrac12\lambda^2S^{(2)}+O(\lambda^3)$ and $A_{11}=D+O(\lambda)$,

$$M_{11}=S_{11}^{1/2}A_{11}S_{11}^{-1/2}+O(\lambda^3)=A^{\rm CIS}+\lambda^2\Big(A^{(2)}+\tfrac12[S^{(2)},D]\Big)+O(\lambda^3). \tag{16}$$

$M_{11}$ is symmetric for every $\lambda$, hence in every order. The commutator of two symmetric matrices is antisymmetric, since $(S^{(2)}D-DS^{(2)})^T=DS^{(2)}-S^{(2)}D$. The second-order coefficient thus equals both $A^{(2)}+\tfrac12[S^{(2)},D]$ and its transpose $A^{(2)T}-\tfrac12[S^{(2)},D]$, and the mean of the two is

$$M_{11}^{(2)}=\tfrac12\big(A^{(2)}+A^{(2)T}\big). \tag{17}$$

For the other blocks, the Gram–Schmidt coefficients are proportional to $S_{12}$, so $X_{12}=O(\lambda^2)$, and $X_{11}$ and $X_{22}$ are $1+O(\lambda^2)$. Then $M_{21}=X_{22}^TK_{21}X_{11}+X_{12}^TK_{11}X_{11}=K_{21}+O(\lambda^2)$, and in $K_{21}=S_{21}\mathcal A_{11}+S_{22}\mathcal A_{21}+\sum_{n\ge3}S_{2n}\mathcal A_{n1}$ only $S_{22}\mathcal A_{21}$ has a first-order part, which is $A_{21}$. At zeroth order $X=S=1$, so $M_{22}=\Delta+O(\lambda)$. All parts of (11) other than $A^{(2)}$ were already symmetric, and therefore

$$M^{\rm ADC(2)}=\tfrac12\big(A+A^T\big). \tag{18}$$

Equations (16) and (17) together require the antisymmetric part of (9) to be fixed by (15), and this can be confirmed directly with $g=-\Delta t$. In $A^{(2)}_{ia,jb}-A^{(2)}_{jb,ia}$ the first term of (9) gives $\sum t_{ik}^{ac}t_{jk}^{bc}\,[-(D_{jb}+D_{kc})+(D_{ia}+D_{kc})]$, and the bracket is $D_{ia}-D_{jb}$. The second gives $-\tfrac12\delta_{ij}\sum t_{kl}^{ac}t_{kl}^{bc}\,[-\Delta_{kl}^{bc}+\Delta_{kl}^{ac}]$, with bracket $\varepsilon_a-\varepsilon_b$, equal to $D_{ia}-D_{jb}$ for $i=j$. The third gives $-\tfrac12\delta_{ab}\sum t_{ik}^{cd}t_{jk}^{cd}\,[-\Delta_{jk}^{cd}+\Delta_{ik}^{cd}]$, with bracket $\varepsilon_j-\varepsilon_i$, equal to $D_{ia}-D_{jb}$ for $a=b$. So

$$A^{(2)}_{\mu\nu}-A^{(2)}_{\nu\mu}=S^{(2)}_{\mu\nu}(D_\mu-D_\nu), \tag{19}$$

and since $[S^{(2)},D]_{\mu\nu}=S^{(2)}_{\mu\nu}(D_\nu-D_\mu)$, the correction in (16) removes exactly half of this difference from each element. The asymmetry vanishes between singles of equal orbital-energy difference.

Equation (18) is tied to the orthonormal basis used here. A change of basis takes $A$ to $C^{-1}AC$ but takes its transpose to $C^TA^TC^{-T}$, and the mean of the two is similar to $\tfrac12(A+A^T)$ in general only if $C$ is orthogonal up to a scalar factor. In a basis of non-orthogonal doubles with a biorthogonal set of bras, $A_{12}\neq A_{21}^T$ in general although the eigenvalues are those of (11); averaging such a matrix with its transpose does not give ADC(2). Symmetrizing the $T_1$-dressed matrix (3) does not give it either. For complex orbitals the transpose becomes the Hermitian conjugate. The result concerns strict ADC(2), not the extended variant ADC(2)-x, which adds the first-order part of $M_{22}$. A practical consequence of (18) is that ADC(2) eigenvalues are always real, whereas the non-symmetric matrices of CC2 and CIS(D$_\infty$) can produce complex pairs. For two states of the same symmetry this happens when the eigenvalues of the symmetric part of the matrix lie closer together than twice the antisymmetric coupling between them.

The intermediate-state matrix also settles the accuracy. The inverse of a block upper triangular matrix is block upper triangular, so $M_{n1}=\sum_{m\ge n}(X^{-1})_{nm}\mathcal A_{m1}X_{11}=O(\lambda^2)$ for $n\ge3$, and folding triples and higher classes into the singles space contributes $M_{n1}^TM_{n1}$ over a denominator, of fourth order. The neglected second-order part of $M_{21}$ multiplies a first-order coupling, and the neglected first-order part of $M_{22}$ stands between two of them; both are third-order effects. ADC(2) is thus exact through $\lambda^2$ for a state that becomes a single excitation as $\lambda\to0$, provided $\Delta-\omega$ is not small. A state that becomes a double excitation is correct only at zeroth order, as a bare orbital-energy difference.

CIS(D) is a state-specific correction. Let $b$ be a normalized eigenvector of $A^{\rm CIS}$ with eigenvalue $\omega_{\rm CIS}$, $U_1=\sum b_i^a\tau_i^a$ and $|{\rm CIS}\rangle=U_1|0\rangle$. The perturbation couples this state to doubles and to triples. The doubles receive amplitudes $-\langle\kappa_2|W|{\rm CIS}\rangle/(\Delta_\kappa-\omega_{\rm CIS})$. The triples come from $GU_1|0\rangle$, and the product $\tau_{ij}^{ab}\tau_k^c$ would carry $-g_{ij}^{ab}b_k^c/(\Delta_{ij}^{ab}+D_{kc}-\omega)$. CIS(D) sets $D_{kc}-\omega$ to zero in this denominator, which turns the triples into $T_2U_1|0\rangle$. The step changes the energy only at third order: (5) gives $(D_{kc}-\omega_{\rm CIS})b_k^c=O(\lambda)$ for every component. Subtracting the MP2 ground-state energy, the definition at $\lambda=1$ is

$$\omega_{\rm CIS(D)}=\omega_{\rm CIS}+\langle{\rm CIS}|WT_2U_1|0\rangle-E_{\rm MP2}-\sum_{\kappa_2}\frac{\langle\kappa_2|W|{\rm CIS}\rangle^2}{\Delta_\kappa-\omega_{\rm CIS}}. \tag{20}$$

Now multiply (12), taken at $\omega=\omega_{\rm CIS}$, by $b_\mu b_\nu$ and sum. The CIS matrix gives $\omega_{\rm CIS}$; $\sum_\mu b_\mu\langle\mu|=\langle{\rm CIS}|$ and $\sum_\nu b_\nu\tau_\nu=U_1$ turn the bracket into the second and third terms of (20), with $b^Tb=1$; the last sum becomes the last sum. Hence

$$\omega_{\rm CIS(D)}=b^TA_{\rm eff}(\omega_{\rm CIS})\,b. \tag{21}$$

For any antisymmetric matrix $Z$ the number $b^TZb$ equals its own transpose $-b^TZb$ and vanishes, so (21) has the same value when $A_{\rm eff}$ is built from the ADC(2) matrix. It has a different value, by third-order terms, when built from the $T_1$-dressed CC2 Jacobian. The working equations follow by setting $u=A_{21}b$ and $v=A^{(2)}b$. From (10),

$$u_{ij}^{ab}=\sum_c\big(\langle ab\|cj\rangle b_i^c-\langle ab\|ci\rangle b_j^c\big)+\sum_k\big(\langle ka\|ij\rangle b_k^b-\langle kb\|ij\rangle b_k^a\big).$$

In (9) multiplied by $b_j^b$, the second term is $-\tfrac12\sum b_i^bt_{kl}^{ac}\langle kl\|bc\rangle$, which after renaming $kl\to jk$ and using $t^{ac}=-t^{ca}$ becomes $+\tfrac12\sum\langle jk\|bc\rangle b_i^bt_{jk}^{ca}$; the third is $-\tfrac12\sum b_j^at_{ik}^{cd}\langle jk\|cd\rangle$, which after renaming $cd\to bc$ becomes $+\tfrac12\sum\langle jk\|bc\rangle b_j^at_{ik}^{cb}$. Therefore

$$v_i^a=\tfrac12\sum_{jkbc}\langle jk\|bc\rangle\big(b_i^bt_{jk}^{ca}+b_j^at_{ik}^{cb}+2b_j^bt_{ik}^{ac}\big),\qquad \omega_{\rm CIS(D)}=\omega_{\rm CIS}+\sum_{ia}b_i^av_i^a-\tfrac14\sum_{ijab}\frac{(u_{ij}^{ab})^2}{\Delta_{ij}^{ab}-\omega_{\rm CIS}}, \tag{22}$$

where the factor $\tfrac14$ compensates for the unrestricted sum, which counts each double four times. For $\omega_{\rm CIS}$ below all $\Delta$ the doubles term lowers the excitation energy, while the diagonal elements of $A^{(2)}$, being positive, make a contribution to the $v$ term that raises it.

To compare the three methods, write $A_{\rm eff}(\omega)=A^{\rm CIS}+B(\omega)$ with $B=O(\lambda^2)$ and expand $R_1=b+\sum_kc_kb_k$ in the other CIS eigenvectors $b_k$ with eigenvalues $\omega_k$. Projecting (12) on $b_k$ gives $c_k=b_k^TBb/(\omega_{\rm CIS}-\omega_k)$ to leading order, and projecting on $b$ gives

$$\omega=\omega_{\rm CIS}+b^TB(\omega)b+\sum_k\frac{(b^TBb_k)(b_k^TBb)}{\omega_{\rm CIS}-\omega_k}+\dots \tag{23}$$

CIS(D) omits the last sum, which is of fourth order if the CIS gaps are of order one, and it replaces $\omega$ by $\omega_{\rm CIS}$ in $B$. That replacement costs $(\omega-\omega_{\rm CIS})\,b^T(dB/d\omega)b$ with $dB/d\omega=-A_{21}^T(\Delta-\omega)^{-2}A_{21}$, again a product of two second-order quantities. If $B$ is split into symmetric and antisymmetric parts with elements $s_k$ and $z_k$ between $b$ and $b_k$, the numerator in (23) is $(s_k+z_k)(s_k-z_k)=s_k^2-z_k^2$ for CIS(D$_\infty$) and $s_k^2$ for ADC(2), so

$$\omega_{\rm ADC(2)}-\omega_{{\rm CIS(D}_\infty)}\approx\sum_k\frac{z_k^2}{\omega_{\rm CIS}-\omega_k}, \tag{24}$$

which is of fourth order and negative for the lowest state of a given symmetry. CIS(D), CIS(D$_\infty$) and ADC(2) therefore share their third-order error, CC2 differs from them at third order, and all four are exact through second order. CIS(D) fails when another CIS state of the same symmetry lies within a distance comparable to $s_k$, because the omitted sum in (23) is then not small; the iterative methods handle this case by diagonalization. All of them lose their second-order accuracy when $\omega$ approaches some $\Delta$; the sum in (20) then has a nearly vanishing denominator, while the matrices (11) and (18) stay finite but contain the double only at zeroth order. All of them also become unreliable when small denominators in (4) make $t$ large, as in stretched bonds. The derivation also used the Brillouin theorem and a diagonal $F$, so it does not carry over unchanged to other references or to non-canonical orbitals.

Two-electron systems are a limiting case. The product $T_2\tau_\nu$ annihilates three occupied spin orbitals, and with only two available it vanishes, so (6) gives $A^{(2)}=-E_{\rm MP2}\cdot1$. The matrix is symmetric, and CIS(D$_\infty$) and ADC(2) coincide. For H$_3^+$, taken as an equilateral triangle with chosen side 0.87 Å in the 6-31G basis, $E_{\rm MP2}=-0.02242263$ Eh and the diagonal of (9) is $+0.02242263$ Eh. Such a system cannot distinguish the two methods, so a test of the symmetrization needs more electrons.

The worked example is a linear H$_4$ chain with nuclei at the chosen positions $z=0$, 0.74, 2.24 and 3.09 Å, which has no centre of inversion, in the 6-31G basis. The $M_S=0$ space has 784 determinants, among them 24 singles and 174 doubles; all matrices conserve $M_S$, so this block can be treated alone. The lowest orbital energies are $-0.637699$, $-0.533860$, $0.188473$ and $0.366262$ Eh, and $E_{\rm HF}=-2.23703426$ Eh, $E_{\rm MP2}=-0.03642883$ Eh, $E_{\rm FCI}=-2.28943785$ Eh. The largest first-order doubles amplitude is 0.038690. At $T_1=0$ the largest singles residual is 0.007291 Eh, so this point does not solve the CC2 equations, and the largest converged CC2 singles amplitude is 0.005969, well below the doubles as the order counting suggests.

The largest asymmetry among the $\alpha$-spin singles occurs between $\mu=2\to3$ and $\nu=2\to8$, where $A^{(2)}_{\mu\nu}=0.004563$ Eh and $A^{(2)}_{\nu\mu}=0.002839$ Eh, a difference of 0.001724 Eh; the signs of these two elements and of $S^{(2)}_{\mu\nu}$ reverse together if the phase of orbital 3 or 8 is reversed. With $D_\mu=0.722332$ Eh, $D_\nu=2.017084$ Eh and $S^{(2)}_{\mu\nu}=-0.001332$, equation (19) gives $(-0.001332)(0.722332-2.017084)=(-0.001332)(-1.294752)=0.001725$ Eh, equal to the difference within the rounding of $S^{(2)}$. The mean is $(0.004563+0.002839)/2=0.003701$ Eh, and the second-order element extracted from the intermediate-state matrix of the exact ground state is 0.003701 Eh, as (17) requires.

The lowest singlet has weight 0.9660 on $2\to3$ in CIS and $\omega_{\rm CIS}=0.470228$ Eh. The two corrections in (22) are $b\cdot v=+0.024952$ Eh and $-0.019903$ Eh, so $\omega_{\rm CIS(D)}=0.470228+0.024952-0.019903=0.475277$ Eh, or 12.9329 eV with 1 Eh $=27.211386$ eV. The net correction of 0.005049 Eh is a small difference of two terms four to five times larger. The iterative values are 0.474978 Eh for CIS(D$_\infty$), 0.474977 Eh for ADC(2) and 0.474832 Eh for CC2, against 0.479288 Eh (13.0421 eV) for FCI. The errors relative to FCI are $-0.2465$ eV for CIS, $-0.1092$ eV for CIS(D), $-0.1173$ eV for both CIS(D$_\infty$) and ADC(2), and $-0.1213$ eV for CC2. That CIS(D), the least complete of the second-order methods, is the closest here does not make it the more accurate method. For the lowest state of a symmetry the relaxation sum in (23) is negative when the symmetric coupling dominates, and raising $\omega$ above $\omega_{\rm CIS}$ in $B$ lowers the energy further. CIS(D) omits both effects and so lies above CIS(D$_\infty$) and ADC(2). CC2 lies lower still because its $T_1$ terms happen to lower this state. The highest of the four values is closest to FCI only because all four errors are negative in this basis. The 6-31G numbers illustrate the relations between the methods and are far from converged as properties of the molecule: the FCI excitation energy is 12.21 eV in 6-311G, 12.11 eV in cc-pVDZ and 11.27 eV in 6-31++G, and $E_{\rm MP2}$ is $-0.0558$ Eh in cc-pVDZ. In cc-pVDZ the errors relative to FCI change sign, $+0.104$ eV for CIS, $+0.048$ eV for CIS(D) and $+0.044$ eV for CIS(D$_\infty$) and ADC(2), so CIS(D), still above CIS(D$_\infty$) and ADC(2), is no longer the closest.

ADC(2) lies $1.046\times10^{-6}$ Eh below CIS(D$_\infty$), with the sign predicted by (24). The sum in (24), taken over the singlet CIS states, is $-1.016\times10^{-6}$ Eh. Its largest term, $-5.3\times10^{-7}$ Eh, comes from the CIS state dominated by $1\to7$, while the state dominated by $2\to8$ gives $-1.4\times10^{-7}$ Eh. The difference between CIS(D$_\infty$) and CIS(D) is $0.474978-0.475277=-0.000299$ Eh. The part due to updating $\omega$ can be estimated from the singles weight 0.9873, because $b^TA_{21}^T(\Delta-\omega)^{-2}A_{21}b\approx|R_2|^2/|R_1|^2=0.0127/0.9873=0.0129$; multiplied by $\omega-\omega_{\rm CIS}=0.004750$ Eh this is about $-0.00006$ Eh, and the remaining $-0.00024$ Eh or so comes from relaxation of the singles vector. The FCI singles weight, 0.9678, is not directly comparable with 0.9873. It is the projection on bare singly excited determinants, whereas the eigenvectors of (11) and (18) refer to precursor or intermediate states, which already contain the triples $\lambda\tau_\nu T_2|0\rangle$, and these lower the determinant weight at the same order $\lambda^2$ as the doubles do. This accounts for only part of the difference; the rest reflects the approximate eigenvectors themselves.

The expansion in $\lambda$ behaves as derived. The $\lambda^2$ coefficient of the error relative to FCI is below $10^{-10}$ Eh in magnitude for the four second-order methods. The $\lambda^3$ coefficient is $-0.00061$ Eh for CIS(D), CIS(D$_\infty$) and ADC(2) and $-0.00070$ Eh for CC2; the difference of $-0.00009$ Eh accounts for most of the $-1.462\times10^{-4}$ Eh between CC2 and CIS(D$_\infty$) at $\lambda=1$. Two features show how far $\lambda=1$ is from the asymptotic regime. The error of ADC(2) at $\lambda=1$ is $0.474977-0.479288=-0.004311$ Eh, seven times its third-order coefficient, so fourth and higher orders dominate it. And the $\lambda^2$ error coefficient of CIS is $+0.00184$ Eh, although CIS lies below FCI at $\lambda=1$. The strict second-order correction, which is (22) evaluated with the $\lambda\to0$ vector and $\omega=D_{2\to3}$, is thus $-0.00184$ Eh, while the CIS(D) correction at $\lambda=1$ is $+0.005049$ Eh. There is no contradiction, since $b$ and $\omega_{\rm CIS}$ carry higher orders into (22). For the lowest double, $\Delta=2\times0.722332=1.444664$ Eh, the denominator grows from 0.722332 Eh to $1.444664-0.470228=0.974436$ Eh between the two limits, a factor 1.35, and by smaller factors for the higher doubles, which supply almost all of the doubles term. At the fixed $\lambda\to0$ vector this change of $\omega$ takes the doubles term from $-0.02699$ to $-0.02255$ Eh against $b\cdot v=+0.02514$ Eh, raising the nearly cancelling sum by 0.0044 Eh; the change of $b$ supplies the remaining 0.0025 Eh.

The numerical check below builds $H$ in the determinant basis and verifies it against independent Hartree–Fock and FCI energies, and it checks (4) against an independent MP2 energy. It differentiates the residuals (2) numerically at $T_1=0$ and finds the matrix (11), assembled from (5), (9) and (10), to $1.0\times10^{-10}$ Eh, together with (19) and the folding (12). It constructs the intermediate states from the exact ground state of $F+\lambda W$ at small positive and negative $\lambda$ (step 0.02) and extracts Taylor coefficients, which match (5), (17), (10), $\Delta$ and (15) to $2.3\times10^{-9}$ or better. It evaluates (20) with determinants and compares it with (21) and (22), solves CC2, tests the orders in $\lambda$ against FCI, and confirms the two-electron result.

## Calculated quantities

```
H4 6-31G, z (Angstrom): [0.0, 0.74, 2.24, 3.09]
Hartree = 27.211386 eV
determinants 784, singles 24, doubles 174 (Ms=0)
orbital energies 1-4 (Eh): [-0.637699 -0.53386   0.188473  0.366262]
E_HF = -2.23703426 Eh, E_MP2(corr) = -0.03642883 Eh, E_FCI = -2.28943785 Eh
max|t2 MP1| = 0.038690, max|T1 CC2| = 0.005969
max|Omega1| at T1=0 = 0.007291 Eh
max|Jacobian(T1=0) - formula| = 1.0e-10 Eh
largest alpha-alpha asymmetry: mu = 2->3, nu = 2->8
  A2(mu,nu) = 0.004563 Eh, A2(nu,mu) = 0.002839 Eh
  difference = 0.001724 Eh, mean = 0.003701 Eh
  D_mu = 0.722332 Eh, D_nu = 2.017084 Eh, S2 = -0.001332
  ISR second-order element = 0.003701 Eh
ISR step h = 0.02; max errors M11(1), M11(2), M21(1), M22(0), S(2):
  5.6e-10 2.1e-10 2.1e-10 2.3e-09 4.8e-10
CIS vector: weight of 2->3 (both spins) = 0.9660
CIS(D) term b.v (triples - E_MP2) = 0.024952 Eh = 0.6790 eV
CIS(D) doubles term = -0.019903 Eh = -0.5416 eV
omega CIS       = 0.470228 Eh = 12.7956 eV, minus FCI = -0.2465 eV
omega CIS(D)    = 0.475277 Eh = 12.9329 eV, minus FCI = -0.1092 eV
omega CIS(Dinf) = 0.474978 Eh = 12.9248 eV, minus FCI = -0.1173 eV
omega ADC(2)    = 0.474977 Eh = 12.9248 eV, minus FCI = -0.1173 eV
omega CC2       = 0.474832 Eh = 12.9208 eV, minus FCI = -0.1213 eV
omega FCI       = 0.479288 Eh = 13.0421 eV, minus FCI = +0.0000 eV
ADC(2) - CIS(Dinf) = -1.046e-06 Eh, CC2 - CIS(Dinf) = -1.462e-04 Eh
singles weight CIS(Dinf) = 0.9873
singles weight ADC(2) = 0.9873
singles weight CC2 = 0.9872
singles weight FCI = 0.9678
lambda^2 error coefficient CIS = 1.84e-03 Eh
lambda^2 error coefficient CIS(D) = 4.89e-11 Eh
lambda^2 error coefficient CIS(Dinf) = -1.69e-11 Eh
lambda^2 error coefficient ADC(2) = -2.25e-11 Eh
lambda^2 error coefficient CC2 = -1.76e-11 Eh
lambda^3 error coefficient CIS(D) = -0.00061 Eh
lambda^3 error coefficient CIS(Dinf) = -0.00061 Eh
lambda^3 error coefficient ADC(2) = -0.00061 Eh
lambda^3 error coefficient CC2 = -0.00070 Eh
H3+ side 0.87 Angstrom: E_MP2(corr) = -0.02242263 Eh, A2 diagonal = 0.02242263 Eh
```
